# Dember Potential of an Illuminated Silicon Layer at Zero Total Current

## Weak light on a p-type layer

Light creates electron–hole pairs at the front, $x=0$, of a p-type silicon layer. The pairs recombine at the back, $x=d$. No wire carries current away, so each electron that crosses the layer must be accompanied by a hole.

Let the light be so weak that the excess pair density $\Delta(x)$ is far below the dark hole density $p_0$, more exactly $(1+\mu_n/\mu_p)\Delta\ll p_0$, with $\mu_n$ and $\mu_p$ the mobilities. The few electrons then move almost entirely by diffusion: their drift term contains both the small density $\Delta$ and a field that is itself proportional to $\Delta$. Their flux is
$$F=D_n\,\frac{\Delta(0)-\Delta(d)}{d}.$$
The excess holes have the same density profile, because the layer stays nearly neutral, but a smaller diffusion constant $D_p$. Diffusion alone would carry too few of them. A field $E$ towards the back supplies the rest by acting on the whole hole population:
$$\mu_p p_0E=(D_n-D_p)\,\frac{\Delta(0)-\Delta(d)}{d}.$$
Multiply by $d/(\mu_p p_0)$, and use $D=\mu V_T$ with $V_T=k_BT/q$ and $b=\mu_n/\mu_p$. The potential drop is
$$V_D=Ed=V_T(b-1)\frac{\Delta(0)-\Delta(d)}{p_0}=V_T(b-1)\frac{Fd}{D_np_0}.\tag{1}$$
The front is positive when electrons are the faster carriers. This drop is the Dember potential. For stronger light the electron drift and the added holes can no longer be dropped.

## Conventions and assumptions

The layer is uniformly doped and one-dimensional, with $q>0$, $E=-d\phi/dx$ and $V_D=\phi(0)-\phi(d)$. A prime means $d/dx$. The particle fluxes, positive towards the back, are
$$\Gamma_n=-D_nn'+\mu_nn\phi',\qquad \Gamma_p=-D_pp'-\mu_pp\phi'.\tag{2}$$
The drift signs differ because electrons move towards higher potential and holes towards lower. The electric current is $J=q(\Gamma_p-\Gamma_n)$. In the steady state $J$ does not depend on $x$, and at open circuit it vanishes at the ends, so it vanishes throughout. The separate particle fluxes do not.

There is no trapped excess charge, and the interior is nearly neutral, so
$$n=n_0+\Delta,\qquad p=p_0+\Delta,\qquad n'=p'=\Delta'.\tag{3}$$
The carriers are non-degenerate, which gives the Einstein relation $D=\mu V_T$ for each, and the mobilities are constant.

## First derivation: the field that cancels the diffusion current

Setting $\Gamma_n=\Gamma_p$ in (2) and collecting the terms with $\phi'$ on the left gives
$$(\mu_nn+\mu_pp)\phi'=D_nn'-D_pp'.$$
Since $E=-\phi'$,
$$E=-\frac{D_nn'-D_pp'}{\mu_nn+\mu_pp}.\tag{4}$$
The numerator is the imbalance of the two diffusion fluxes, and the denominator is the conductivity divided by $q$. Now insert $n'=p'=\Delta'$ and $D=\mu V_T$, and divide numerator and denominator by $\mu_p$:
$$E=-V_T\frac{(b-1)\Delta'}{bn+p}.\tag{5}$$
For $b>1$ and a density that falls towards the back, $\Delta'<0$ and $E>0$. The field holds electrons back and pushes holes forward.

The denominator is $bn+p=bn_0+p_0+(b+1)\Delta$, with derivative $(b+1)\Delta'$. Therefore
$$E=-V_T\frac{b-1}{b+1}\,\frac{d}{dx}\ln(bn+p).$$
Integration from $0$ to $d$ gives $\phi(0)-\phi(d)$ on the left. On the right, the minus sign exchanges the two ends in the logarithm:
$$\boxed{V_D=V_T\frac{b-1}{b+1}\ln\frac{bn_0+p_0+(b+1)\Delta(0)}{bn_0+p_0+(b+1)\Delta(d)}}\tag{6}$$
The argument is the ratio of front to back conductivity. The shape of $\Delta(x)$ between the ends has dropped out.

## Second derivation: density as a function of potential

This route keeps the common flux $\Gamma=\Gamma_n=\Gamma_p$ and eliminates it last. Let $u=\phi/V_T$, $s=n+p$ and $c=p_0-n_0$. By (3), $p-n=c$ everywhere. Dividing each flux in (2) by its diffusion constant gives
$$\frac{\Gamma}{D_n}=-n'+nu',\qquad \frac{\Gamma}{D_p}=-p'-pu'.$$
The left sides measure the drag on each carrier type. Their sum is
$$\Gamma\left(\frac1{D_n}+\frac1{D_p}\right)=-s'-cu'.\tag{7}$$
Subtracting the first from the second, the density gradients cancel because $n'=p'$:
$$\Gamma\left(\frac1{D_p}-\frac1{D_n}\right)=-su'.\tag{8}$$
Equation (8) shows the cause directly: at equal flux the slower carrier suffers more drag, and the field makes up the difference. If $D_n=D_p$, then $u'=0$.

For $D_n\ne D_p$, solve (8) for $\Gamma$ and insert it in (7). The ratio of the two brackets is
$$r=\frac{1/D_n+1/D_p}{1/D_p-1/D_n}=\frac{D_p+D_n}{D_n-D_p}=\frac{b+1}{b-1},$$
so $-rsu'=-s'-cu'$, or
$$s'=(rs-c)u'=r\left(s-\frac cr\right)u'.\tag{9}$$
Position enters through $u$ alone: $s-c/r$ is proportional to $e^{ru}$. To identify this quantity, write $c=p-n$:
$$s-\frac cr=\frac{(b+1)(n+p)-(b-1)(p-n)}{b+1}=\frac{2(bn+p)}{b+1}.$$
It is positive, so (9) can be divided by it and integrated:
$$u(0)-u(d)=\frac1r\ln\frac{(bn+p)_{x=0}}{(bn+p)_{x=d}}.$$
Multiplication by $V_T$ gives (6).

## What each derivation assumes

Both rest on the flux laws (2), zero total current, neutrality, the Einstein relation and a constant ratio $b$. They use these at different points, which decides what survives when one fails.

In the first, equation (4) needs the flux laws and $J=0$ alone. If trapping makes $n'$ and $p'$ differ, or if the mobilities vary with position, (4) still stands and can be integrated numerically. Neutrality and the Einstein relation enter at (5), and constant $b$ at the last integration.

The second uses the Einstein relation from its first line and neutrality in both (7) and (8). It is less easily repaired, and equal mobilities need separate treatment because $r$ diverges. In return it keeps the particle flux, which ties the potential to the light.

Agreement between the routes checks the algebra. It does not check neutrality or the flux laws, which they share.

## From light to excess density

Let all light be absorbed at the front, with no recombination there or in the bulk. Then $\Gamma$ equals the absorbed photon flux $F$ at every depth. A back surface with recombination velocity $S$ requires $F=S\Delta(d)$. Integrate (7) over the layer, using $s(0)-s(d)=2[\Delta(0)-\Delta(d)]$:
$$Fd\left(\frac1{D_n}+\frac1{D_p}\right)=2[\Delta(0)-\Delta(d)]+(p_0-n_0)\frac{V_D}{V_T}.\tag{10}$$
With (6), this is one equation for $\Delta(0)$. The derivative of its right side with respect to $\Delta(0)$ is
$$2+\frac{(p-n)(b-1)}{bn+p}=\frac{(b+1)(n+p)}{bn+p}>0,$$
with the densities taken at the front. The right side therefore rises steadily from zero at $\Delta(0)=\Delta(d)$, without bound, and there is one solution.

Three limits follow.

- **Weak light, p-type.** For $(b+1)\Delta\ll p_0$ and negligible $n_0$, expanding the logarithm in (6) gives $V_D\simeq V_T(b-1)[\Delta(0)-\Delta(d)]/p_0$. Equation (10) becomes $Fd(b+1)/D_n=(b+1)[\Delta(0)-\Delta(d)]$, because $1/D_n+1/D_p=(b+1)/D_n$. Together they reproduce (1).
- **Strong light at the front, weak at the back.** The numerator in (6) grows nearly in proportion to $F$ while the denominator stays near its dark value. $V_D$ then grows by about $V_T\frac{b-1}{b+1}\ln10$ per decade of flux.
- **Strong light at both ends.** The doping drops out of (6) and (10). With $\Delta(d)=F/S$, the density ratio tends to $1+\frac{Sd}{2}(1/D_n+1/D_p)$, so $V_D$ levels off. This is a formal limit of the model, since recombination and carrier scattering grow with density.

## Worked example

Take a p-type wafer with rough typical values: doping $10^{15}$ cm$^{-3}$, thickness 200 µm, temperature 300 K, and mobilities $\mu_n=1400$ and $\mu_p=450$ cm²/Vs. Then $V_T=25.85$ mV, $b=3.111$, $D_n=36.19$ cm²/s and $D_p=11.63$ cm²/s. The absorbed flux is $F=10^{18}$ cm$^{-2}$s$^{-1}$, and $S=10^5$ cm/s.

The back density is $\Delta(d)=F/S=10^{13}$ cm$^{-3}$. The left side of (10) is
$$10^{18}\times0.02\times\left(\frac1{36.19}+\frac1{11.63}\right)=2.27\times10^{15}\ \text{cm}^{-3}.$$
Solving (10) with (6) gives $\Delta(0)=7.86\times10^{14}$ cm$^{-3}$. In units of the doping, the conductivity ratio is
$$\frac{1+4.111\times0.786}{1+4.111\times0.010}=4.06,$$
and hence
$$V_D=13.28\ \text{mV}\times\ln4.06=18.6\ \text{mV}=0.0186\ \text{V}.$$
As a check on (10), $2(7.86-0.10)\times10^{14}+10^{15}\times18.61/25.85=2.27\times10^{15}$ cm$^{-3}$.

Raising the flux to $10^{19}$ cm$^{-2}$s$^{-1}$ gives 45.8 mV, an increase of 27.2 mV. The logarithmic law suggests $13.28\times\ln10=30.6$ mV. The shortfall comes from the back, where the conductivity factor rises from 1.041 to 1.411 and costs $13.28\times\ln(1.411/1.041)=4.0$ mV. The front factor grows slightly more than tenfold and returns about 0.7 mV.

An n-type wafer of equal doping gives 13.8 mV, and the p-type wafer with its mobilities exchanged gives $-13.8$ mV. The equal sizes reflect a symmetry: exchanging the two carrier types together with their mobilities, and reversing $\phi$, leaves the neutral model unchanged.

## How good is neutrality?

A field cannot exist in a strictly neutral layer whose outer surfaces are field-free. Thin charged layers at the surfaces start and end it. To find their effect, add a small correction $\delta u$ to the neutral solution near a surface, without changing the fluxes. Over so short a distance the slow variation of the neutral solution may be neglected, and (2) gives $\delta n=n\,\delta u$ and $\delta p=-p\,\delta u$. Poisson's equation becomes
$$\delta u''=\frac{q}{\varepsilon V_T}(\delta n-\delta p)=\frac{\delta u}{L^2},\qquad L=\sqrt{\frac{\varepsilon V_T}{q(n+p)}}.$$
At the front, $\delta u=Ae^{-x/L}$. Zero total field requires $-A/L+u'(0)=0$, so $A=-LE(0)/V_T$ and the front potential falls by $E(0)L(0)$. At the back, the decaying solution in the other direction raises the potential by $E(d)L(d)$. The drop is thus reduced by
$$E(0)L(0)+E(d)L(d).$$
This assumes that $\Delta(d)$ hardly shifts, as holds for a p-type layer with a strong sink for electrons at the back and $\Delta(d)\ll p_0$. In stronger light the estimate is rougher.

In the example the fields are 0.586 and 1.478 V/cm and the lengths 80.6 and 128.0 nm, which gives 24 µV. A numerical solution of Poisson's equation with both fluxes, not assuming neutrality, gives a drop 23 µV below (6), or 0.13% of $V_D$. The same comparison was made for fluxes from $10^{16}$ to $10^{19}$ cm$^{-2}$s$^{-1}$, for n-type doping and for exchanged mobilities; the differences stayed below 0.5% of $V_D$. In all these runs the back sink acts on the electrons, which in the n-type case are the majority carriers, so the estimate above does not apply to that run. With equal mobilities the computed drop was below $10^{-8}$ V. This solution tests neutrality and the integration, but shares the flux laws (2).

## What an instrument sees

$V_D$ is an electrostatic drop, whereas a voltmeter compares Fermi levels in its leads. Contacts that equilibrate with the holes read the drop of $\phi+V_T\ln p$, whose gradient drives the whole hole flux:
$$V_D+V_T\ln\frac{p(0)}{p(d)}=18.6+25.85\ln\frac{1.786}{1.010}=33.3\ \text{mV}.$$
A Kelvin probe held at zero field above the front responds to the electrostatic potential there. It registers $V_D$ if the potential step at the back contact is unchanged by light, together with any change in a barrier at the front surface.

One source of such a barrier is fixed oxide charge; interface traps, whose charge changes with light, are left out here. Let $N_{ox}$ positive charges per area be screened by the silicon, and let $V_Tw(x)$ be the potential in the barrier relative to the neutral region just below, where the densities are $n$ and $p$. With flat quasi-Fermi levels across the barrier,
$$w''=\frac{q}{\varepsilon V_T}\left[ne^w-pe^{-w}+p-n\right].$$
Multiply by $w'$ and integrate from the neutral region, where $w=w'=0$. Gauss's law gives $V_T|w'|=qN_{ox}/\varepsilon$ at the surface, so the surface value of $w$ obeys
$$\frac{qN_{ox}^2}{2\varepsilon V_T}=n(e^w-w-1)+p(e^{-w}+w-1).\tag{11}$$
Light raises $n$ and $p$, so a smaller $w$ screens the same charge. For $N_{ox}=5\times10^{10}$ cm$^{-2}$ the barrier falls from 219 mV in the dark to 59 mV under light. This change of $-161$ mV outweighs the Dember potential, and the front signal is $-142$ mV. The full numerical solution with this charge gives a lit drop of 77.2 mV, against 77.3 mV for the sum of $V_D$ and the lit barrier.

## The model beside a real wafer

The doping, thickness and mobilities are ordinary for lightly doped silicon, and the flux corresponds to a few times full sunlight. Of the assumptions tested here, the most damaging to a measurement on an oxidised wafer is the absence of surface charge: the modest positive charge above reverses the sign of the signal. The other effects estimated here are smaller; a light-dependent barrier at the back contact is not among them. A bulk lifetime of 100 µs, a front recombination velocity of 100 cm/s and an absorption depth of 10 µm together lower the computed drop from 18.6 to 16.7 mV. An electron mobility 10% lower gives 17.1 mV. At 350 K, with both mobilities taken to fall as $T^{-2.3}$, the model gives 24.5 mV, since $V_T$ is larger and slower diffusion piles up more pairs. At 300 K, if the heat from 1.55 eV photons absorbed at the front crosses the whole layer, the temperature drop is about 3 mK, and a Seebeck coefficient of 1 mV/K turns it into about 3 µV. Degeneracy changes the hole ratio $D_p/\mu_p$ by a fraction of only 2 to $3\times10^{-5}$, and the Auger lifetime, roughly a few tenths of a second, is far longer than the assumed bulk lifetime. The numerical output lists these cases separately.

## Values computed for the example and the checks

```
temperature 300 K; thermal voltage 25.852 mV
acceptor doping 1.0e+15 cm^-3; thickness 200 um
mobilities n, p: 1400, 450 cm2/Vs; ratio b 3.1111
diffusion constants n, p: 36.19, 11.63 cm2/s
absorbed flux 1.0e+18 cm^-2 s^-1; back S 1.0e+05 cm/s
prefactor VT(b-1)/(b+1): 13.275 mV
F d (1/Dn+1/Dp): 2.2718e+15 cm^-3
excess density front: 7.8589e+14 cm^-3
excess density back: 1.0000e+13 cm^-3
conductivity ratio front/back: 4.0638
Dember potential, closed formula: 18.614 mV = 0.018614 V
Dember potential, full transport: 18.590 mV
difference formula - transport: 23.38 uV
screening-layer estimate of it: 23.65 uV
neutral-region field front, back: 0.586, 1.478 V/cm
screening length front, back: 80.6, 128.0 nm
mid-layer net charge / doping: 2.64e-07
mid-layer field, transport: 0.8808 V/cm
mid-layer ambipolar constant: 25.15 cm2/s
hole quasi-Fermi drop, formula: 33.348 mV
hole quasi-Fermi drop, transport: 33.349 mV
flux 1e+16 cm^-2 s^-1: formula 0.2999 mV, transport 0.2995 mV
flux 1e+17 cm^-2 s^-1: formula 2.8495 mV, transport 2.8459 mV
flux 1e+18 cm^-2 s^-1: formula 18.6136 mV, transport 18.5903 mV
flux 1e+19 cm^-2 s^-1: formula 45.8048 mV, transport 45.6771 mV
weak flux 1e+15 cm^-2 s^-1: linear law 30.159 uV, transport 30.103 uV
n-type, same doping: formula 13.809 mV, transport 13.797 mV
mobilities exchanged: formula -13.809 mV, transport -13.787 mV
equal mobilities, transport: below 1e-8 V is True
with bulk lifetime 100 us: 18.054 mV
with front S 100 cm/s: 17.748 mV
with absorption depth 10 um: 17.998 mV
with all three: 16.681 mV
oxide charge 5.0e+10 cm^-2: dark barrier 219.2 mV
lit barrier: 58.65 mV
barrier change under light: -160.5 mV
lit total drop, formula sum: 77.26 mV
lit total drop, transport: 77.16 mV
net front signal, light - dark: -141.9 mV
at 350 K, mobilities as T^-2.3: 24.533 mV
electron mobility 10% lower: 17.148 mV
degeneracy change of hole D/mu: 3.2e-05 (relative)
Auger lifetime at front, rough: 0.54 s
heat-flow temperature drop, upper size: 3.31 mK
thermoelectric voltage, rough: 3.3 uV
```
